# Steady-state absorption and dispersion from the Bloch equations

## Definitions and conventions

A sample of identical, independent spins with gyromagnetic ratio $\gamma>0$ has magnetization $\mathbf M$. In a static field $B_0\hat{\mathbf z}$ its equilibrium value is $M_0\hat{\mathbf z}$. Without relaxation, $\dot{\mathbf M}=\gamma\mathbf M\times B_0\hat{\mathbf z}$ gives $\dot M_x=\omega_0M_y$ and $\dot M_y=-\omega_0M_x$, with $\omega_0=\gamma B_0$. The transverse part therefore turns clockwise when viewed from $+z$.

A weak field of amplitude $B_1$ rotates in the same sense at angular frequency $\omega$. We use rotating unit vectors

$$
\mathbf e_u=(\cos\omega t,-\sin\omega t,0),\qquad
\mathbf e_v=\hat{\mathbf z}\times\mathbf e_u=(\sin\omega t,\cos\omega t,0), \tag{1}
$$

so that the total field is $\mathbf B=B_1\mathbf e_u+B_0\hat{\mathbf z}$. Because the rotation is clockwise, $\mathbf e_v$ lies a quarter turn behind the rotating field.

We write

$$
\mathbf M=u\,\mathbf e_u+v\,\mathbf e_v+M_z\hat{\mathbf z},\qquad
\omega_1=\gamma B_1,\quad \Delta=\omega_0-\omega,\quad S=\omega_1^2T_1T_2. \tag{2}
$$

The component $u$, in phase with the field, is the dispersion signal. The component $v$ is the absorption signal; the energy balance below justifies the name. The times $T_1$ and $T_2$ describe longitudinal and transverse relaxation. All frequencies are in rad/s unless Hz is stated.

The Bloch equation in the laboratory frame is

$$
\frac{d\mathbf M}{dt}=\gamma\mathbf M\times\mathbf B
-\frac{M_x\hat{\mathbf x}+M_y\hat{\mathbf y}}{T_2}
-\frac{M_z-M_0}{T_1}\hat{\mathbf z}. \tag{3}
$$

Relaxation is directed towards $M_0\hat{\mathbf z}$, not towards the instantaneous field, which requires $B_1\ll B_0$. For the error to be small compared with the transverse signal as well, we need $\omega_0T_2\gg1$ and a further condition under strong saturation. If the true relaxation acts with $T_1$ along and $T_2$ across the instantaneous field, that condition is $\omega_1^2T_2\ll\omega_0$; if only the equilibrium value is tilted along $\mathbf B$ while $T_2$ still acts on $M_x$ and $M_y$, it is $\omega_1^2T_1\ll\omega_0$. For the absorption part alone to be accurate off resonance, $|\Delta|\ll\omega_0$ is also needed. We also take $T_1$ and $T_2$ to be independent of $B_1$.

## Equations in the rotating frame

Differentiating (1) gives $\dot{\mathbf e}_u=-\omega\mathbf e_v$ and $\dot{\mathbf e}_v=\omega\mathbf e_u$. Hence

$$
\frac{d\mathbf M}{dt}=(\dot u+\omega v)\mathbf e_u+(\dot v-\omega u)\mathbf e_v+\dot M_z\hat{\mathbf z}. \tag{4}
$$

For the torque we need $\mathbf e_u\times\mathbf e_v=\hat{\mathbf z}$, $\mathbf e_v\times\hat{\mathbf z}=\mathbf e_u$ and $\hat{\mathbf z}\times\mathbf e_u=\mathbf e_v$. With $\gamma\mathbf B=\omega_1\mathbf e_u+\omega_0\hat{\mathbf z}$,

$$
\gamma\mathbf M\times\mathbf B=\omega_0v\,\mathbf e_u+(\omega_1M_z-\omega_0u)\mathbf e_v-\omega_1v\,\hat{\mathbf z}. \tag{5}
$$

The transverse relaxation term is $-(u\mathbf e_u+v\mathbf e_v)/T_2$, since it acts equally on both transverse directions. Equating components of (3), and moving the $\omega$ terms of (4) to the right, we obtain

$$
\begin{aligned}
\dot u&=\Delta v-u/T_2,\\
\dot v&=-\Delta u+\omega_1M_z-v/T_2,\\
\dot M_z&=-\omega_1v-(M_z-M_0)/T_1.
\end{aligned} \tag{6}
$$

The coefficients no longer depend on time, so a stationary solution is possible.

In practice the applied field is often linear, $2B_1\cos\omega t\,\hat{\mathbf x}$. It is the sum of two fields of amplitude $B_1$ rotating in opposite senses. Seen from the rotating frame, the second one turns at $2\omega$, and its torque nearly averages out over a cycle. Dropping it requires $\omega_1$, $|\Delta|$ and $1/T_2$ all to be small compared with $\omega_0$. Even then it shifts the resonance by about $\omega_1^2/(4\omega_0)$ (the Bloch–Siegert shift), which at $\Delta=0$ produces a dispersion signal with $u/v\approx\omega_1^2T_2/(4\omega_0)$; for this to be negligible we also need $\omega_1^2T_2\ll\omega_0$.

## Approach to the steady state

Let $(\delta_u,\delta_v,\delta_z)$ be the difference between two solutions of (6). The constant term $M_0/T_1$ cancels in the difference. Multiplying the three equations by $\delta_u$, $\delta_v$ and $\delta_z$ and adding, we find that the terms in $\Delta\delta_u\delta_v$ cancel, as do those in $\omega_1\delta_v\delta_z$. This leaves

$$
\frac{d}{dt}|\boldsymbol\delta|^2=-\frac{2(\delta_u^2+\delta_v^2)}{T_2}-\frac{2\delta_z^2}{T_1}
\le-2\kappa|\boldsymbol\delta|^2,\qquad \kappa=\min\!\left(\frac1{T_1},\frac1{T_2}\right). \tag{7}
$$

Thus $|\boldsymbol\delta|$ decays at least as fast as $e^{-\kappa t}$. The homogeneous equations can have no nonzero stationary solution, because such a solution would not decay. Their matrix is therefore invertible, and (6) has one steady state, which is approached from any initial condition. For a measurement at fixed frequency, waiting several times the longer of $T_1$ and $T_2$ therefore reduces the transient to a small fraction of its initial size. If the steady signal is itself much smaller than $M_0$, a longer wait can be needed: for $T_1=T_2$ and $\omega_1T_2=1000$ on resonance, starting from $M_0\hat{\mathbf z}$, the transient in $v$ after $5T_1$ is still about seven times the steady value. Equation (7) is only a bound, and the approach can be faster. On resonance, for example, $\delta_u$ decays at the rate $1/T_2$, while $\delta_v$ and $\delta_z$ vary as $e^{\lambda t}$ with $\lambda^2+(1/T_1+1/T_2)\lambda+1/(T_1T_2)+\omega_1^2=0$; for large $\omega_1$ the roots are complex with real part $-(1/T_1+1/T_2)/2$. A frequency sweep must be slow enough for the magnetization to follow.

## The steady-state solution

Set the derivatives in (6) to zero. The first and third equations give

$$
u=\Delta T_2\,v,\qquad M_z=M_0-\omega_1T_1v. \tag{8}
$$

Insert both into the second equation, multiplied by $T_2$:

$$
0=-\Delta^2T_2^2v+\omega_1T_2M_0-\omega_1^2T_1T_2v-v. \tag{9}
$$

Collecting the terms in $v$ on the left gives $v(1+\Delta^2T_2^2+S)=M_0\omega_1T_2$. With

$$
D=1+\Delta^2T_2^2+S, \tag{10}
$$

the solution is

$$
v=M_0\frac{\omega_1T_2}{D},\qquad
u=M_0\frac{\omega_1\Delta T_2^2}{D},\qquad
M_z=M_0\frac{1+\Delta^2T_2^2}{D}. \tag{11}
$$

The last expression follows from (8), since $\omega_1T_1v=M_0S/D$ and $D-S=1+\Delta^2T_2^2$.

Absorption is even in $\Delta$ and dispersion is odd. For weak drive, $S\ll1$, both signals are proportional to $\omega_1$ and $M_z\approx M_0$. Far from resonance, where $\Delta^2T_2^2\gg1+S$, (11) becomes $u\approx M_0\omega_1/\Delta$ and $v\approx M_0\omega_1/(\Delta^2T_2)$. Dispersion thus has the longer tails.

## Saturation and power broadening

On resonance, $\Delta=0$ and

$$
M_z=\frac{M_0}{1+S},\qquad v=\frac{M_0\omega_1T_2}{1+S},\qquad u=0. \tag{12}
$$

The saturation factor $1+S$ divides both the longitudinal magnetization and the weak-drive signal $M_0\omega_1T_2$. The reason is visible in (6): the torque that creates $v$ is $\omega_1M_z$, while $v$ in turn depletes $M_z$ at the rate $\omega_1v$. Longitudinal relaxation restores $M_z$ at a rate limited by $1/T_1$.

As a function of offset, $v$ has its peak at $\Delta=0$. It falls to half that peak when $D=2(1+S)$, that is, when $\Delta^2T_2^2=1+S$. The full width at half maximum is therefore

$$
\Delta\omega_{1/2}=\frac{2\sqrt{1+S}}{T_2},\qquad
\Delta\nu_{1/2}=\frac{\sqrt{1+S}}{\pi T_2}, \tag{13}
$$

in rad/s and Hz respectively. The line remains Lorentzian but is wider by the factor $\sqrt{1+S}$. This is power broadening.

Its origin is seen by combining the first and last expressions of (11):

$$
v=\frac{\omega_1T_2}{1+\Delta^2T_2^2}\,M_z,\qquad
\frac{M_z}{M_0}=\frac{1+\Delta^2T_2^2}{1+\Delta^2T_2^2+S}. \tag{14}
$$

The first factor of $v$ has the unbroadened shape. The second, $M_z$, is smallest at the centre and recovers in the wings. Saturation flattens the centre more than the wings, and the half-height points move outwards.

These results hold for a homogeneous line, in which all spins share one $\omega_0$. If the static field varies over the sample, (11) must be averaged over the distribution of $\omega_0$, and (13) remains a good approximation to the observed width only if the spread in $\omega_0$ is much smaller than that width.

For the dispersion signal, at fixed $\omega_1$,

$$
\frac{du}{d\Delta}=M_0\omega_1T_2^2\,\frac{1+S-\Delta^2T_2^2}{D^2}. \tag{15}
$$

Its extrema lie at $\Delta=\pm\sqrt{1+S}/T_2$, the half-height points of the absorption. There $D=2(1+S)$, so

$$
|u|_{\max}=\frac{M_0\omega_1T_2}{2\sqrt{1+S}}. \tag{16}
$$

## The drive that maximizes the absorption signal

Now hold $\Delta$ fixed and vary $\omega_1$. Since $dD/d\omega_1=2\omega_1T_1T_2$, the quotient rule gives

$$
\frac{dv}{d\omega_1}=M_0T_2\,\frac{D-2\omega_1^2T_1T_2}{D^2}
=M_0T_2\,\frac{1+\Delta^2T_2^2-S}{D^2}. \tag{17}
$$

The derivative is positive for small $S$ and negative for large $S$, so the maximum is at $S=1+\Delta^2T_2^2$. On resonance this becomes

$$
\omega_1^2T_1T_2=1,\qquad \omega_1=\frac1{\sqrt{T_1T_2}},\qquad
v_{\max}=\frac{M_0}{2}\sqrt{\frac{T_2}{T_1}},\qquad M_z=\frac{M_0}{2}. \tag{18}
$$

The value of $v_{\max}$ follows from (12) with $1+S=2$ and $\omega_1T_2=\sqrt{T_2/T_1}$. Below the optimum, the stronger torque wins; above it, the loss of $M_z$ wins.

The condition $S=1$ thus refers to the resonant absorption signal $v$ as the drive is varied. It is not a maximum of every quantity called absorption. The absorbed power and the integrated line behave differently.

## Absorbed power and integrated absorption

The magnetic energy per unit volume is $E=-\mathbf M\cdot\mathbf B$, and

$$
\frac{dE}{dt}=-\mathbf M\cdot\frac{d\mathbf B}{dt}-\mathbf B\cdot\frac{d\mathbf M}{dt}. \tag{19}
$$

The first term is the power $P$ supplied by the changing field. In the second, precession contributes nothing, because $\mathbf B\cdot(\mathbf M\times\mathbf B)=0$; only relaxation remains, and in the steady state it passes energy to the surroundings.

From $d\mathbf B/dt=-\omega B_1\mathbf e_v$ and (11),

$$
P=\omega B_1v=\frac{\omega\omega_1}{\gamma}v=\frac{\omega M_0}{\gamma T_1}\,\frac SD. \tag{20}
$$

A positive $v$ therefore means that the spins take up energy, which justifies calling it the absorption signal.

The energy lost through relaxation must balance this. Its rate is $-\mathbf B$ dotted into the relaxation terms of (3), with the sign reversed for a loss:

$$
\frac{B_0(M_0-M_z)}{T_1}-\frac{B_1u}{T_2}
=\frac{\omega_0\omega_1v}{\gamma}-\frac{\omega_1\Delta v}{\gamma}
=\frac{\omega\omega_1v}{\gamma}=P. \tag{21}
$$

Here (8) supplied $(M_0-M_z)/T_1=\omega_1v$ and $u/T_2=\Delta v$.

At fixed $\omega$ and $\Delta$, the fraction $S/D=S/(1+\Delta^2T_2^2+S)$ rises steadily with $S$ towards 1. The power has no maximum at finite drive but tends to $\omega M_0/(\gamma T_1)$, a ceiling proportional to the longitudinal relaxation rate $1/T_1$. On resonance at $S=1$ it is at half this ceiling. Beyond that point $v$ falls, but the product $\omega_1v$ in (20) still grows.

The integrated absorption also rises steadily. With $x=\Delta T_2/\sqrt{1+S}$,

$$
\int_{-\infty}^{\infty}v\,d\Delta
=\frac{M_0\omega_1}{\sqrt{1+S}}\int_{-\infty}^{\infty}\frac{dx}{1+x^2}
=\frac{\pi M_0\omega_1}{\sqrt{1+S}}. \tag{22}
$$

The infinite limits are a good approximation when the broadened line is narrow compared with $\omega_0$. Since $\omega_1/\sqrt{1+S}=(\omega_1^{-2}+T_1T_2)^{-1/2}$ increases with $\omega_1$, the area tends from below to $\pi M_0/\sqrt{T_1T_2}$. By the same argument, the dispersion peak (16) tends to $(M_0/2)\sqrt{T_2/T_1}$, which equals the largest resonant absorption signal in (18).

## Worked example

Take the model values $T_1=0.8$ s and $T_2=0.2$ s, and measure magnetization in units of $M_0$. Then $T_1T_2=0.16\ \mathrm{s^2}$, and (18) gives

$$
\omega_1=\frac1{0.4\ \mathrm s}=2.5\ \mathrm{rad/s},\qquad
v_{\max}=\tfrac12\sqrt{0.25}=0.25. \tag{23}
$$

For protons, division by $\gamma=2.675\times10^8\ \mathrm{rad\,s^{-1}\,T^{-1}}$ gives a rotating field $B_1=9.35$ nT, or a linear field of amplitude $2B_1=18.7$ nT. Long relaxation times make a very weak field sufficient for saturation.

The table shows the effect of increasing the drive. The columns $v$, $M_z$ and $P/P_\infty$ are taken on resonance, where $P_\infty=\omega M_0/(\gamma T_1)$.

| $S$ | $v$ | $M_z$ | Width (Hz) | $\lvert u\rvert_{\max}$ | $P/P_\infty$ |
|---:|---:|---:|---:|---:|---:|
| 0.01 | 0.050 | 0.990 | 1.60 | 0.025 | 0.010 |
| 0.25 | 0.200 | 0.800 | 1.78 | 0.112 | 0.200 |
| 1 | 0.250 | 0.500 | 2.25 | 0.177 | 0.500 |
| 3 | 0.217 | 0.250 | 3.18 | 0.217 | 0.750 |
| 8 | 0.157 | 0.111 | 4.77 | 0.236 | 0.889 |
| 24 | 0.098 | 0.040 | 7.96 | 0.245 | 0.960 |

The absorption signal peaks at $S=1$, while the width, dispersion peak and power continue to rise. At $S=24$ the width is $\sqrt{25}=5$ times its unsaturated value of 1.59 Hz. The integrated absorption is 5.55 rad/s at $S=1$ and 7.70 rad/s at $S=24$, approaching its ceiling of 7.85 rad/s.

For a point off resonance, choose $S=3$ and $\Delta=10$ rad/s. Then $\omega_1=\sqrt{3/0.16}=4.33$ rad/s, $\omega_1T_2=0.866$ and $\Delta T_2=2$. Equations (10) and (11) give

$$
D=1+4+3=8,\quad v=\frac{0.866}{8}=0.108,\quad
u=2v=0.217,\quad M_z=\frac58=0.625. \tag{24}
$$

This offset is the half-height point, because $\Delta^2T_2^2=4=1+S$. Accordingly, $v$ is half its resonant value in the table and $u$ is at its maximum. The power is $S/D=3/8=0.375$ of the ceiling. At this offset the best drive has $S=1+4=5$, or $\omega_1=5.59$ rad/s, and raises $v$ only slightly, to 0.112.

The numerical check integrates the laboratory equation (3) at this point, with $\omega_0=100$ rad/s, and reproduces all three components to the five decimals printed. This tests the algebra leading from (3) to (11); so low a Larmor frequency ($\omega_0T_2=20$, $\Delta/\omega_0=0.1$) meets the conditions for (3) itself only roughly. Replacing the rotating field by a linear one changes the cycle-averaged vector $(u,v,M_z)$ by $1.25\times10^{-3}M_0$ in length at $\omega_0=100$ rad/s and by $4.19\times10^{-4}M_0$ at $\omega_0=400$ rad/s, with $\Delta$ and $\omega_1$ unchanged. The counter-rotating field thus matters less at the higher Larmor frequency, as the averaging argument requires.

## Table of computed values

```
Model: T1 = 0.8 s, T2 = 0.2 s, M0 = 1
Proton gamma = 2.67522e+08 rad/(s T)
Best drive on resonance: w1 = 2.5000 rad/s
  S there = 1.0000
  v there = 0.2500 M0
  Mz there = 0.5000 M0
  rotating B1 = 9.345 nT
  linear amplitude 2*B1 = 18.690 nT
Unsaturated full width = 10.0000 rad/s = 1.5915 Hz
Table: v, Mz on resonance and largest u, in M0;
w1 in rad/s, full width in Hz, P = power/ceiling on resonance,
area = integral of v over offset, in M0 rad/s
    S      w1      v      Mz    width   u_max    P     area
  0.01   0.250 0.0495 0.9901  1.5995  0.0249 0.0099  0.7815
  0.25   1.250 0.2000 0.8000  1.7794  0.1118 0.2000  3.5124
  1.00   2.500 0.2500 0.5000  2.2508  0.1768 0.5000  5.5536
  3.00   4.330 0.2165 0.2500  3.1831  0.2165 0.7500  6.8017
  8.00   7.071 0.1571 0.1111  4.7746  0.2357 0.8889  7.4048
 24.00  12.247 0.0980 0.0400  7.9577  0.2449 0.9600  7.6953
Ceiling of u_max = 0.2500 M0
Ceiling of area = 7.8540 M0 rad/s
Point off resonance: S = 3.0, offset = 10.0 rad/s
  w1 = 4.3301 rad/s, w1*T2 = 0.8660, offset*T2 = 2.0
  D = 8.0000
  closed form u, v, Mz = 0.21651 0.10825 0.62500 M0
  lab equation u, v, Mz = 0.21651 0.10825 0.62500 M0
  (lab run: w0 = 100 rad/s, w = 90 rad/s)
  power/ceiling from lab run = 0.3750
  best drive at this offset: w1 = 5.5902 rad/s
  S there = 5.0000, v there = 0.1118 M0
Linear field, w0 = 100 rad/s: error of (u,v,Mz) = 1.25e-03 M0
Linear field, w0 = 400 rad/s: error of (u,v,Mz) = 4.19e-04 M0
```
